# The Bit-Line Signal of a Square-Loop Ferroelectric Capacitor, part 1

(Sections cited here and not found follow in the second part.)

## First half: the ideal square loop

### What goes wrong without the result

A ferroelectric memory cell is read by letting its capacitor push charge onto a bit line. A natural estimate of the signal is the charge released when the polarization reverses, divided by the capacitance of the line. Take a capacitor that releases 40 fC and a short line of 15 fF. The estimate is 2.67 V. If the read is driven with 2.5 V, the line would have to rise above the voltage that drives it.

The estimate assumes that the whole polarization reverses. As the line rises, however, it takes voltage away from the capacitor, and reversal can stop half-way. A designer who misses this will look for a larger signal in a larger polarization, a larger area or a shorter line, in a regime where none of them helps.

For an ideal square loop, with the driven line held high while the signal is sensed, the correct signal is

\[
S=\max\left[0,\ \min\left(V-V_c,\ \frac{Q}{C}\right)\right],\qquad Q=2P_rA .
\]

Here \(V\) is the drive voltage, \(V_c\) the coercive voltage, \(C\) the bit-line capacitance, \(P_r\) the remanent polarization and \(A\) the capacitor area. The charge \(Q\) belongs to a full reversal of the remanent polarization, from \(-P_r\) to \(+P_r\). It does not include the non-switching part of the dielectric response, which is absent from the ideal loop and enters in the second half.

### The circuit and its signs

The capacitor has two electrodes. One is joined to the plate line, whose voltage \(u\) is set by a driver. The other is joined, through an access switch taken as ideal, to the bit line. The bit line has voltage \(V_B\) and capacitance \(C\) to ground. This \(C\) includes the wire, the switches hanging on it and the input of the sense amplifier, but not the ferroelectric capacitor itself.

Before the read, both lines are at 0 V. The bit line is then disconnected from its precharge circuit, so that it floats, and the plate line is raised from 0 to \(V>0\). The voltage across the capacitor is counted from plate to bit line:

\[
v=u-V_B .
\]

Polarization \(P\) is positive when it points from the plate electrode to the bit-line electrode, which is the direction favoured by positive \(v\).

In the ideal loop the dielectric displacement is the switching polarization alone. The free charge on the plate electrode is then \(AP\), and the free charge on the bit-line electrode is \(-AP\). The floating node consists of the bit-line electrode and the line. Its total charge cannot change, because no conducting path leads to it:

\[
-AP+CV_B=\text{constant}.
\]

At the start \(V_B=0\) and \(P=P_i\), so the constant is \(-AP_i\). Moving the polarization terms to one side gives

\[
CV_B=A(P-P_i).
\]

A rise of \(P\) thus makes the bit-line voltage positive. Leakage through the film would break this equation, and its size is estimated later.

### What a square loop means

Regard the film as a large number of equal domains, each with polarization \(+P_r\) or \(-P_r\). The square loop is the following rule, with the same threshold for every domain:

- a domain at \(-P_r\) flips to \(+P_r\) when \(v>V_c\);
- a domain at \(+P_r\) flips to \(-P_r\) when \(v<-V_c\);
- otherwise each domain keeps its state.

Let \(f\) be the fraction of domains at \(+P_r\). The mean polarization is

\[
P=fP_r-(1-f)P_r=(2f-1)P_r .
\]

The rule contains no time. It describes a read that lasts long enough for every permitted flip to happen.

### The two stored states

The memory holds one bit as the sign of \(P\) at zero voltage. Both states are assumed to be fully poled.

In the *aligned* state \(P_i=+P_r\), so \(f=1\) from the start. A positive \(v\) gives no domain a reason to flip. Hence \(P-P_i=0\) and \(V_B=0\).

In the *opposed* state \(P_i=-P_r\), so \(f=0\) at the start. When a fraction \(f\) has flipped,

\[
A(P-P_i)=A\left[(2f-1)P_r+P_r\right]=2P_rA\,f=Qf .
\]

The factor 2 arises because each flipped domain goes from \(-P_r\) to \(+P_r\), not from zero to \(+P_r\). The line voltage is therefore

\[
V_B=\frac{fQ}{C}.
\]

The signal \(S\) is the bit-line voltage for the opposed state minus that for the aligned state. In the ideal loop the second is zero, so \(S=fQ/C\) with the final value of \(f\). A sense amplifier that compares the line with a reference half-way between the two levels has \(S/2\) to work with on either side.

### Where switching stops

Let the plate step to \(V\) and stay there. The capacitor voltage is

\[
v=V-V_B=V-\frac{fQ}{C}.
\]

It falls as domains flip. This is the feedback that the simple estimate leaves out. Switching needs two things: domains that have not yet flipped, \(f<1\), and enough voltage, \(v>V_c\). The second condition reads

\[
V-\frac{fQ}{C}>V_c
\quad\Longleftrightarrow\quad
f<\frac{C(V-V_c)}{Q}\equiv f_c .
\]

Suppose first that \(V>V_c\), so that \(f_c>0\). Starting from \(f=0\), the fraction grows until it meets either 1 or \(f_c\), whichever is smaller:

\[
f_{\rm final}=\min(1,f_c).
\]

Multiplication by the positive number \(Q/C\) preserves the order of the two entries, and \(f_cQ/C=V-V_c\). Hence

\[
S=\min\left(\frac{Q}{C},\ V-V_c\right).
\]

If instead \(V\le V_c\), no domain flips even at \(f=0\), and \(S=0\). The outer maximum with zero joins the two cases.

With \(N\) domains instead of a continuum, the last flip may carry the line past the voltage limit, but by no more than the step of one domain, \(Q/(NC)\). This vanishes for large \(N\). For \(V>V_c\) the final capacitor voltage is thus at least \(V_c\) less this one step, and for \(V\le V_c\) it is simply \(V\). For large \(N\) it is positive in both cases, so no domain flips back while the plate stays high.

An energy argument gives the meaning of the voltage limit. When a small charge \(dq\) passes through the capacitor, the plate driver supplies \(V\,dq\) and the bit line takes up \(V_B\,dq\). The remainder, \((V-V_B)\,dq\), is what is available for turning domains, and a square loop demands at least \(V_c\,dq\). The transfer ends when the line voltage has used up the excess.

### A slow rise gives the same end state

Let the plate voltage \(u\) rise slowly from 0 to \(V\). While \(u\le V_c\), nothing flips. Beyond that, any excess of \(v\) over \(V_c\) is at once removed by further flips, so \(v\) stays at \(V_c\) and

\[
V_B=u-V_c,\qquad f=\frac{C(u-V_c)}{Q}.
\]

This lasts until \(f=1\), which happens at \(u=V_c+Q/C\). From there on \(V_B\) stays at \(Q/C\), and \(v\) rises with \(u\). If the ramp ends before this point, \(S=V-V_c\); if it ends after it, \(S=Q/C\). The result is again the smaller of the two. For a common threshold, the end state does not depend on whether the plate is stepped or ramped.

### The two regimes

The limits are equal when the line has the capacitance

\[
C^*=\frac{Q}{V-V_c}.
\]

For \(C>C^*\) the read is *charge-limited*. All domains flip, and \(S=Q/C\). More polarization or area raises the signal in proportion, while more drive does nothing.

For \(C<C^*\) the read is *voltage-limited*. A fraction \(f_c<1\) flips, and \(S=V-V_c\). Each extra volt of drive adds a volt of signal until the corner is reached. More polarization or area does nothing, because fewer domains, in proportion, then suffice to raise the line.

At fixed \(C\), \(V\) and \(P_r\), the corner can also be expressed as an area. Setting \(2P_rA/C=V-V_c\) gives

\[
A^*=\frac{C(V-V_c)}{2P_r}.
\]

Area beyond \(A^*\) adds no signal in the ideal model.

Two limits show that the result is sensible. As \(C\to\infty\), the signal falls as \(Q/C\), because a fixed charge is spread over an ever larger line. As \(C\to0\), the signal tends to \(V-V_c\) and not to \(V\): a line that needs hardly any charge still has to leave the coercive voltage across the capacitor. Linear dielectric response will change this second limit.

### If the plate returns to zero before sensing

Some read schemes pulse the plate and sense after it has returned to 0 V. The capacitor voltage is then \(v=-V_B\), so the signal itself tries to restore the old polarization. Domains flip back if \(-V_B<-V_c\), that is, if \(V_B>V_c\). Each such flip takes charge from the line and lowers \(V_B\), and the process stops at \(V_B=V_c\). If \(V_B\le V_c\), nothing happens. The aligned state remains at zero. Therefore

\[
S_{\rm pulse}=\min(S,V_c).
\]

Since \(S\le V-V_c\) whenever \(V>V_c\), this third limit cannot act when \(V\le2V_c\).

### If the stored states are not fully poled

Suppose that a fraction \(g\) of the domains in the opposed state has already turned to \(+P_r\) during storage, and that a fraction \(h\) in the aligned state has turned to \(-P_r\). In the opposed state at most \(1-g\) can still flip. In the aligned state \(h\) can flip. The stopping condition limits the newly flipped fraction to \(f_c\) in both, because the line starts from 0 V in both. For \(V>V_c\),

\[
S=\frac{Q}{C}\left[\min(1-g,f_c)-\min(h,f_c)\right].
\]

If neither minimum is set by \(f_c\), the signal is \((1-g-h)Q/C\), and both losses count. If the opposed state is voltage-limited but the aligned one is not, the signal is \(V-V_c-hQ/C\). A small loss \(g\) is then hidden by the unused domains, while a loss \(h\) still costs its full amount. For \(g=h=0\) the earlier result returns.

### Numbers for the ideal loop

The example takes rough values for a 10 nm film of hafnium-zirconium oxide: \(P_r=20\ \mu\mathrm{C/cm^2}\) and a coercive field of 1 MV/cm. The area is \(0.1\ \mu\mathrm{m^2}=10^{-9}\ \mathrm{cm^2}\) and the drive is 2.5 V. Then

\[
V_c=(10^6\ \mathrm{V/cm})(10^{-6}\ \mathrm{cm})=1.0\ \mathrm V,
\]

\[
Q=2(20\times10^{-6}\ \mathrm{C/cm^2})(10^{-9}\ \mathrm{cm^2})=40\ \mathrm{fC}.
\]

The voltage limit is \(2.5-1.0=1.5\) V, and the corner lies at \(C^*=40/1.5=26.7\) fF.

*A line of 60 fF.* The charge limit is \(40/60=0.667\) V. It is the smaller one, so \(S=0.667\) V and all domains flip. Doubling \(P_r\), with all else fixed, doubles the signal to 1.333 V. The corner area is \(0.225\ \mu\mathrm{m^2}\), more than the capacitor has.

*A line of 15 fF.* The charge limit is \(40/15=2.667\) V, so the voltage limit decides and \(S=1.5\) V. The flipped fraction is \(15\times1.5/40=0.5625\). Doubling \(P_r\) leaves the signal at 1.5 V. The corner area is \(0.056\ \mu\mathrm{m^2}\), so almost half of the capacitor adds nothing to this ideal signal.

If the plate returns to zero before sensing, the 60 fF line keeps its 0.667 V, which is below \(V_c\). The 15 fF line falls from 1.5 V to 1.0 V.

## Second half: linear response, sloped loops and finite time

### Symbols and results carried over

The plate line is driven to \(V\). The floating bit line has capacitance \(C\) and voltage \(V_B\), and the capacitor voltage is \(v=V-V_B\). A fraction \(f\) of the domains has flipped from \(-P_r\) to \(+P_r\) and released the charge \(fQ\), with \(Q=2P_rA\). The signal \(S\) is the line voltage for the opposed stored state minus that for the aligned one. For a square loop with coercive voltage \(V_c<V\) and no linear response, \(S=\min(V-V_c,Q/C)\), with the corner at \(C^*=Q/(V-V_c)\). Returning the plate to zero before sensing adds the limit \(S\le V_c\).

The example has \(V=2.5\) V, \(V_c=1.0\) V and \(Q=40\) fC. Its ideal signals are 0.667 V on a 60 fF line, which is charge-limited, and 1.5 V on a 15 fF line, which is voltage-limited.

### Adding the linear capacitance

A real film also polarizes without switching. To leading order this is a linear capacitance \(C_F\) in parallel with the switching charge. The free charge on the plate electrode becomes \(AP+C_Fv\), and that on the bit-line electrode is its negative. Since \(v=0\) before the read, charge conservation on the floating node now reads

\[
CV_B-AP-C_Fv=-AP_i .
\]

Insert \(v=V-V_B\) and collect the terms in \(V_B\):

\[
(C+C_F)V_B=C_FV+A(P-P_i).
\]

In the aligned state \(P-P_i=0\), and the line still rises:

\[
V_B^{\rm aligned}=\frac{C_FV}{C+C_F}.
\]

In the opposed state \(A(P-P_i)=fQ\), so that

\[
V_B^{\rm opposed}=\frac{C_FV+fQ}{C+C_F}.
\]

The term \(C_FV\) is common to both and cancels in the difference:

\[
S=\frac{fQ}{C+C_F}.
\]

The linear response therefore adds nothing to the signal, although it raises both levels. It does reduce the voltage on the domains. From \(v=V-V_B^{\rm opposed}\),

\[
v=\frac{(C+C_F)V-C_FV-fQ}{C+C_F}=\frac{CV-fQ}{C+C_F}=\frac{CV}{C+C_F}-S .
\]

Switching continues while \(v>V_c\), which means while \(S<CV/(C+C_F)-V_c\). It also ends when \(f=1\), where \(S=Q/(C+C_F)\). The first limit to be met decides:

\[
S=\max\left[0,\ \min\left(\frac{CV}{C+C_F}-V_c,\ \frac{Q}{C+C_F}\right)\right].
\]

For \(C_F\to0\) the ideal law returns. The drive needed to start switching is now \(V_c(1+C_F/C)\), because the two capacitances divide the voltage. On a very short line the signal vanishes instead of tending to \(V-V_c\).

If the plate returns to zero, the common term \(C_FV\) disappears from both levels. The opposed line then stands at \(fQ/(C+C_F)\), which is the same \(S\), and the earlier argument again gives \(\min(S,V_c)\).

For a square loop, the signal is set by the smaller of a charge limit and a voltage limit, and the linear capacitance \(C_F\) lowers both. Still to come are the line capacitance that gives the largest signal, a simulation test of the formulas, and the effects of sloping loops, finite read time and smaller corrections.
